# Counting vacancies and self-interstitials in drifting silicon by Wigner-Seitz occupancy: a numerical check

```python
# RESULT UNDER TEST: after removal of rigid drift, nearest-site occupancy in a
# periodic diamond cell finds vacancies (n=0) and excess atoms (n-1 for n>1).
# A [110] split interstitial is one doubly occupied site, hence one excess atom.
# Symbols: a lattice constant, L box edge, h half bond length, n occupancy,
# d rigid drift, u displacement from a site, sigma one-component rms of u.
# Internal units: nm, ps, eV. Atoms interact by the Stillinger-Weber potential.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize
from scipy.spatial import cKDTree
from scipy.special import erfc

rng = np.random.default_rng(12)
EPS, SIG = 2.1683, 0.20951
PA, PB, LAM, GAM = 7.049556277, 0.6022245584, 21.0, 1.20
RC = 1.80 * SIG
SKIN = 0.06
a = 4 * 2**(1 / 6) * SIG / np.sqrt(3)
CELLS = 4
L = CELLS * a
h = np.sqrt(3) * a / 8
KB = const.k / const.e
MASS = 28.085 * const.atomic_mass * 1e6 / const.e  # eV/(nm/ps)^2

fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
basis = np.vstack([fcc, fcc + 0.25])
corners = np.array(list(np.ndindex(CELLS, CELLS, CELLS)))
sites = a * (corners[:, None, :] + basis[None, :, :]).reshape(-1, 3)
NS = len(sites)
primitive = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
reciprocal = 2 * np.pi / a * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])


def wrap(x):
    w = np.mod(x, L)
    return np.where(w >= L, 0.0, w)


def nearest_image(v):
    return v - L * np.round(v / L)


site_tree = cKDTree(wrap(sites), boxsize=L)


def occupancy(pos, drift):
    dist, host = site_tree.query(wrap(pos - drift))
    return host, np.bincount(host, minlength=NS), dist


def counts(n):
    return int(np.sum(n == 0)), int(np.sum(np.maximum(n - 1, 0)))


def site_gap(first, second):
    return np.linalg.norm(nearest_image(sites[first] - sites[second]))


def phase_drift(pos):
    ratio = (np.exp(1j * pos @ reciprocal.T).sum(0)
             / np.exp(1j * sites @ reciprocal.T).sum(0))
    return np.angle(ratio) @ primitive / (2 * np.pi)


def find_drift(pos):
    d = phase_drift(pos)
    host, n, _ = occupancy(pos, d)
    u = nearest_image(pos - d - sites[host])
    return d + u[n[host] == 1].mean(0)


def pair_list(pos):
    p = cKDTree(wrap(pos), boxsize=L).query_pairs(
        RC + SKIN, output_type='ndarray')
    return np.r_[p[:, 0], p[:, 1]], np.r_[p[:, 1], p[:, 0]]


def gather(index, weights, size):
    return np.stack([np.bincount(index, weights[:, c], size)
                     for c in range(weights.shape[1])], axis=1)


def energy_forces(pos, pairs=None):
    """Three-body sum written through moments of the neighbour directions."""
    i, j = pair_list(pos) if pairs is None else pairs
    size = len(pos)
    v = nearest_image(pos[j] - pos[i])
    r = np.sqrt(np.einsum('pa,pa->p', v, v))
    keep = r < RC - 1e-5
    i, j, v, r = i[keep], j[keep], v[keep], r[keep]
    unit = v / r[:, None]
    x = r - RC
    tail = np.exp(SIG / x)
    poly = PB * (SIG / r)**4 - 1
    v2 = PA * EPS * poly * tail
    dv2 = PA * EPS * tail * (-4 * PB * SIG**4 / r**5 - poly * SIG / x**2)
    g = np.exp(GAM * SIG / x)
    dg = -GAM * SIG / x**2 * g
    m0 = np.bincount(i, g, size)
    m1 = gather(i, g[:, None] * unit, size)
    outer = (unit[:, :, None] * unit[:, None, :]).reshape(-1, 9)
    m2 = gather(i, g[:, None] * outer, size).reshape(-1, 3, 3)
    e3 = LAM * EPS / 2 * (np.sum(m2**2) + 2 / 3 * np.sum(m1**2)
                          + np.sum(m0**2) / 9 - 16 / 9 * np.sum(g**2))
    m2u = np.einsum('pab,pb->pa', m2[i], unit)
    de_dg = LAM * EPS * (np.sum(unit * m2u, 1)
                         + 2 / 3 * np.sum(unit * m1[i], 1)
                         + m0[i] / 9 - 16 / 9 * g)
    de_du = LAM * EPS * g[:, None] * (2 * m2u + 2 / 3 * m1[i])
    side = de_du - np.sum(de_du * unit, 1)[:, None] * unit
    grad = (de_dg * dg + dv2 / 2)[:, None] * unit + side / r[:, None]
    return np.sum(v2) / 2 + e3, gather(i, grad, size) - gather(j, grad, size)


def direct_energy(pos):
    """Energy from the defining pair and triplet sums."""
    total = 0.0
    for k in range(len(pos)):
        v = nearest_image(pos - pos[k])
        r = np.sqrt(np.sum(v * v, 1))
        near = (r > 1e-9) & (r < RC - 1e-5)
        v, r = v[near], r[near]
        total += 0.5 * np.sum(PA * EPS * (PB * (SIG / r)**4 - 1)
                              * np.exp(SIG / (r - RC)))
        cosine = (v / r[:, None]) @ (v / r[:, None]).T
        g = np.exp(GAM * SIG / (r - RC))
        triplets = LAM * EPS * np.outer(g, g) * (cosine + 1 / 3)**2
        total += np.sum(np.triu(triplets, 1))
    return total


def relax(pos, iterations):
    def target(flat):
        energy, force = energy_forces(flat.reshape(-1, 3))
        return energy, -force.ravel()
    out = minimize(target, pos.ravel(), jac=True, method='L-BFGS-B',
                   options=dict(maxiter=iterations, maxfun=2 * iterations,
                                ftol=1e-14, gtol=1e-3))
    return out.x.reshape(-1, 3)


# Potential: perfect crystal, direct triplet sum, finite-difference forces
e_perfect = energy_forces(sites)[0] / NS
assert abs(e_perfect + 2 * EPS) < 1e-4
noisy = sites + rng.normal(0, 0.012, sites.shape)
e_noisy, f_noisy = energy_forces(noisy)
assert abs(e_noisy - direct_energy(noisy)) < 1e-7
for atom, axis in [(3, 0), (100, 1), (411, 2)]:
    plus, minus = noisy.copy(), noisy.copy()
    plus[atom, axis] += 1e-4
    minus[atom, axis] -= 1e-4
    slope = (energy_forces(plus)[0] - energy_forces(minus)[0]) / 2e-4
    assert abs(slope + f_noisy[atom, axis]) < 1e-2

# Safe radius: every direction below h is safe, a bond direction above h is not
direction = rng.normal(size=(20000, 3))
direction /= np.linalg.norm(direction, axis=1)[:, None]
home = rng.integers(NS, size=20000)
assert np.all(occupancy(sites[home] + 0.999 * h * direction, 0)[0] == home)
bond = np.ones(3) / np.sqrt(3)
assert occupancy((sites[0] + 1.001 * h * bond)[None], 0)[0][0] != 0

# Cell inequalities for one partner of a [110] pair
s_try = rng.uniform(0, 0.35 * a, 20000)
z_try = rng.uniform(-0.2 * a, 0.5 * a, 20000)
inside = ((2 * s_try - z_try < 3 * a / 8) & (z_try < 3 * a / 8)
          & (s_try < a / 4) & (s_try + z_try < a / 2))
for sign in (1, -1):
    trial = np.c_[sign * s_try, sign * s_try, -z_try]
    assert np.array_equal(occupancy(sites[0] + trial, 0)[0] == 0, inside)

# One split interstitial, before and after relaxation
S0, Z0 = 0.085, 0.075
pair = np.array([[S0, S0, -Z0], [-S0, -S0, -Z0]])
planted_i = 0
split = np.vstack([np.delete(sites, planted_i, 0), sites[planted_i] + pair])
host_start, n_start, dist_start = occupancy(split, 0)
SPHERE = 0.06


def sphere_counts(host, dist):
    close = dist < SPHERE
    return int(np.sum(~close)), NS - len(np.unique(host[close]))


sphere_start = sphere_counts(host_start, dist_start)
assert counts(n_start) == (0, 1) and n_start[planted_i] == 2
assert sphere_start == (2, 1)
relaxed = relax(split + rng.normal(0, 0.001, split.shape), 1000)
e_split, f_split = energy_forces(relaxed)
max_force = np.abs(f_split).max()
assert max_force < 0.05
e_form = e_split - len(relaxed) * e_perfect
d_split = find_drift(relaxed)
host_r, n_r, dist_r = occupancy(relaxed, d_split)
assert counts(n_r) == (0, 1) and n_r.max() == 2
partners = np.flatnonzero(n_r[host_r] == 2)
pair_length = np.linalg.norm(nearest_image(
    relaxed[partners[0]] - relaxed[partners[1]]))
sphere_relaxed = sphere_counts(host_r, dist_r)
assert sphere_relaxed[0] > 1

# Tetrahedral interstitial: label depends on jitter, excess does not
tetra_hosts = set()
for _ in range(200):
    extra = a * np.full(3, 0.5) + rng.normal(0, 0.001, 3)
    _, n_t, _ = occupancy(np.vstack([sites, extra]), 0)
    assert counts(n_t) == (0, 1)
    tetra_hosts.add(int(np.argmax(n_t)))
assert len(tetra_hosts) == 4

# One split interstitial and one distant vacancy at known sites
separation = np.linalg.norm(nearest_image(sites - sites[planted_i]), axis=1)
planted_v = int(np.argmax(separation))
assembled = np.vstack([np.delete(sites, [planted_i, planted_v], 0),
                       sites[planted_i] + pair])
assert len(assembled) == NS
first_host = occupancy(assembled, 0)[0]

# Location test where truth is known: noisy, drifted, unrelaxed cells.
# Drifts are small enough that the lattice-vector ambiguity does not enter.
LOCATION_TRIALS = 100
noise_rng = np.random.default_rng(77)
for _ in range(LOCATION_TRIALS):
    test_drift = noise_rng.uniform(-0.08, 0.08, 3)
    cell = wrap(assembled + test_drift
                + noise_rng.normal(0, 0.012, assembled.shape))
    n_known = occupancy(cell, find_drift(cell))[1]
    assert counts(n_known) == (1, 1)
    assert np.argmin(n_known) == planted_v
    assert np.argmax(n_known) == planted_i

# Molecular dynamics; defects may change site during relaxation or the run
pos = relax(assembled, 150)
n_relaxed = occupancy(pos, find_drift(pos))[1]
assert counts(n_relaxed) == (1, 1)
relaxed_v = int(np.argmin(n_relaxed))
T_SET, DT, STEPS = 600.0, 0.0015, 2000
v_drift = 0.05 * bond
vel = rng.normal(0, np.sqrt(2 * KB * T_SET / MASS), pos.shape)
vel += v_drift - vel.mean(0)
energy, force = energy_forces(pos)
e_begin = energy + MASS * np.sum(vel**2) / 2
temperatures, history, vacancy_path = [], [], []
for step in range(1, STEPS + 1):
    if step % 10 == 1:
        pairs = pair_list(pos)
    vel += DT / 2 * force / MASS
    pos = pos + DT * vel
    energy, force = energy_forces(pos, pairs)
    vel += DT / 2 * force / MASS
    if step > STEPS // 2:
        temperatures.append(MASS * np.sum((vel - v_drift)**2)
                            / (3 * (NS - 1) * KB))
    if step % 50 == 0:
        n_now = occupancy(pos, find_drift(pos))[1]
        history.append(counts(n_now))
        vacancy_path.append(int(np.argmin(n_now)))
e_change = (energy + MASS * np.sum(vel**2) / 2 - e_begin) / NS
assert abs(e_change) < 5e-4
T_run = np.mean(temperatures)

# Count the final snapshot, with and without drift correction
true_drift = v_drift * DT * STEPS
d_phase, d_found = phase_drift(pos), find_drift(pos)
err_phase = np.linalg.norm(d_phase - true_drift)
err_found = np.linalg.norm(d_found - true_drift)
assert err_phase < 0.003 and err_found < 0.003
host, n_final, dist = occupancy(pos, d_found)
raw = counts(occupancy(pos, 0)[1])
final = counts(n_final)
assert final == (1, 1) and raw[0] > 100
site_v = int(np.argmin(n_final))
site_i = int(np.argmax(n_final))
two = np.flatnonzero(host == site_i)
md_pair = np.linalg.norm(nearest_image(pos[two[0]] - pos[two[1]]))

# A slip of the whole labelling would change the host of nearly every atom
changed_hosts = int(np.sum(host != first_host))
assert changed_hosts < NS // 10
same_site_run = 0
for label in reversed(vacancy_path):
    if label != site_v:
        break
    same_site_run += 1

# Quenching separates a lasting site change from a thermal excursion
quenched = relax(pos, 300)
n_quenched = occupancy(quenched, find_drift(quenched))[1]
quenched_empty = np.flatnonzero(n_quenched == 0)
quench_shift = min([site_gap(q, site_v) for q in quenched_empty],
                   default=np.nan)

# Explicit periodic images check the tree assignment
best = np.full((NS, NS), np.inf)
shifted = wrap(pos - d_found)
for image in np.ndindex(3, 3, 3):
    delta = shifted[:, None] - sites[None] - L * (np.array(image) - 1)
    best = np.minimum(best, np.einsum('ija,ija->ij', delta, delta))
assert np.array_equal(np.argmin(best, axis=1), host)

# Arbitrary rigid shifts leave the corrected counts unchanged
for _ in range(50):
    shift = rng.uniform(-L, L, 3)
    moved = wrap(pos + shift)
    d_new = find_drift(moved)
    assert counts(occupancy(moved, d_new)[1]) == final
    cycles = reciprocal @ (d_new - shift - true_drift) / (2 * np.pi)
    assert np.max(np.abs(cycles - np.round(cycles))) < 0.02

# A mean of wrapped coordinates is not a safe drift estimate
extra_shift = np.array([0.10, 0, 0])
naive_x = (wrap(pos + extra_shift).mean(0) - sites.mean(0))[0]
true_x = (true_drift + extra_shift)[0]
assert abs(naive_x - true_x) > 0.10


# Thermal exit probability: formula against nearest-site Monte Carlo
def exit_probability(sigma):
    return 2 * erfc(h / (np.sqrt(2) * sigma))


SIG_TEST = 0.045
sample = sites[0] + rng.normal(0, SIG_TEST, (400000, 3))
p_mc = np.mean(occupancy(sample, 0)[0] != 0)
p_test = exit_probability(SIG_TEST)
assert abs(p_mc / p_test - 1) < 0.06  # sampling error and farther faces
u = nearest_image(pos - d_found - sites[host])
far = n_final[host] == 1
for defect in (site_i, site_v):
    far &= np.linalg.norm(nearest_image(sites[host] - sites[defect]),
                          axis=1) > 0.6
sigma_run = np.sqrt(np.mean(u[far]**2))
largest_u = dist[n_final[host] == 1].max()
sigma_hot = sigma_run * np.sqrt(1600 / T_run)

# Neglected effects, using rough expansion coefficient and Debye temperature
ALPHA, DEBYE = 4e-6, 640.0
strain = ALPHA * (T_run - 300)
misfit = strain * np.sqrt(3) * L / 2
critical_edge = 2 * h / (np.sqrt(3) * strain)
y = DEBYE / T_run
quantum_ratio = quad(lambda t: t / np.expm1(t) if t else 1, 0, y)[0] / y + y / 4
assert abs(quantum_ratio - (1 + y**2 / 36)) < 2e-3

print(f"lattice constant a = {a:.5f} nm; box edge L = {L:.4f} nm")
print(f"reference sites = {NS}; atoms in MD = {len(pos)}")
print(f"bond length = {2*h:.4f} nm; safe radius h = {h:.4f} nm")
print(f"SW energy per atom = {e_perfect:.4f} eV")
print(f"initial pair s = {S0:.3f} nm; z = {Z0:.3f} nm")
print(f"pair limits: 3a/8 = {3*a/8:.4f} nm; a/4 = {a/4:.4f} nm")
print(f"pair limit a/2 = {a/2:.4f} nm; 2s-z = {2*S0-Z0:.4f} nm")
print(f"initial partner-site distance = {np.linalg.norm(pair[0]):.4f} nm")
print(f"initial split: vacancies, excess = {counts(n_start)}")
print(f"sphere radius for comparison = {SPHERE:.3f} nm")
print(f"initial sphere count: off-site, empty = {sphere_start}")
print(f"relaxed split: vacancies, excess = {counts(n_r)}")
print(f"relaxed sphere count: off-site, empty = {sphere_relaxed}")
print(f"relaxed pair length = {pair_length:.4f} nm")
print(f"relaxed partner-site distances = {dist_r[partners[0]]:.4f}, "
      f"{dist_r[partners[1]]:.4f} nm")
print(f"SW interstitial formation energy = {e_form:.3f} eV")
print(f"largest residual force component = {max_force:.4f} eV/nm")
print(f"tetrahedral host labels found = {len(tetra_hosts)}")
print(f"planted defect separation = {separation[planted_v]:.4f} nm")
print(f"noisy cells with both planted sites found = {LOCATION_TRIALS}")
print(f"time step = {DT*1000:.2f} fs; run time = {DT*STEPS:.2f} ps")
print(f"target temperature = {T_SET:.0f} K; mean = {T_run:.1f} K")
print(f"total energy change = {e_change*1000:.4f} meV/atom")
print(f"drift speed = {np.linalg.norm(v_drift):.4f} nm/ps")
print(f"imposed drift length = {np.linalg.norm(true_drift):.4f} nm")
print("imposed drift xyz =", np.round(true_drift, 5), "nm")
print("refined drift xyz =", np.round(d_found, 5), "nm")
print(f"drift error: phase = {err_phase:.6f}, refined = {err_found:.6f} nm")
print(f"uncorrected: vacancies, excess = {raw}")
print(f"corrected: vacancies, excess = {final}")
print(f"snapshots with (1, 1) = {history.count((1, 1))} of {len(history)}")
print("planted vacancy xyz =", np.round(sites[planted_v], 4), "nm")
print("final vacancy xyz =", np.round(sites[site_v], 4), "nm")
print(f"vacancy shift in relaxation = {site_gap(relaxed_v, planted_v):.4f} nm")
print(f"vacancy shift in MD = {site_gap(site_v, relaxed_v):.4f} nm")
print(f"last samples with same vacancy site = {same_site_run}")
print(f"atoms with changed host = {changed_hosts}")
for atom in np.flatnonzero(host == planted_v)[:1]:
    print(f"atom on planted vacancy: site distance = {dist[atom]:.4f} nm, "
          f"came from {site_gap(first_host[atom], planted_v):.4f} nm away")
print(f"quenched snapshot: vacancies, excess = {counts(n_quenched)}")
print(f"vacancy shift on quenching = {quench_shift:.4f} nm")
print("interstitial host xyz =", np.round(sites[site_i], 4), "nm")
print(f"interstitial host moved = {site_gap(site_i, planted_i):.4f} nm")
print(f"MD split-pair length = {md_pair:.4f} nm")
print(f"wrapped-mean test: true x = {true_x:.4f} nm")
print(f"wrapped-mean test: estimated x = {naive_x:.4f} nm")
print(f"run sigma = {sigma_run:.5f} nm; largest single u = {largest_u:.4f} nm")
print(f"exit probability in run = {exit_probability(sigma_run):.2e}")
print(f"1600 K sigma, harmonic scaling = {sigma_hot:.5f} nm")
print(f"1600 K exit probability = {exit_probability(sigma_hot):.2e}")
print(f"test sigma = {SIG_TEST:.3f} nm; exit formula = {p_test:.5f}")
print(f"exit Monte Carlo = {p_mc:.5f}")
print(f"rough expansion coefficient = {ALPHA:.1e} 1/K")
print(f"expansion strain from 300 K = {strain:.3e}")
print(f"unscaled-reference corner misfit = {misfit:.5f} nm")
print(f"box edge where misfit reaches h = {critical_edge:.1f} nm")
print(f"rough Debye temperature = {DEBYE:.0f} K")
print(f"quantum/classical mean-square u = {quantum_ratio:.4f}")
print("no test failed")
```

Running it gives:

```
lattice constant a = 0.54309 nm; box edge L = 2.1724 nm
reference sites = 512; atoms in MD = 512
bond length = 0.2352 nm; safe radius h = 0.1176 nm
SW energy per atom = -4.3366 eV
initial pair s = 0.085 nm; z = 0.075 nm
pair limits: 3a/8 = 0.2037 nm; a/4 = 0.1358 nm
pair limit a/2 = 0.2715 nm; 2s-z = 0.0950 nm
initial partner-site distance = 0.1417 nm
initial split: vacancies, excess = (0, 1)
sphere radius for comparison = 0.060 nm
initial sphere count: off-site, empty = (2, 1)
relaxed split: vacancies, excess = (0, 1)
relaxed sphere count: off-site, empty = (2, 1)
relaxed pair length = 0.2474 nm
relaxed partner-site distances = 0.1438, 0.1437 nm
SW interstitial formation energy = 4.436 eV
largest residual force component = 0.0007 eV/nm
tetrahedral host labels found = 4
planted defect separation = 1.8813 nm
noisy cells with both planted sites found = 100
time step = 1.50 fs; run time = 3.00 ps
target temperature = 600 K; mean = 648.9 K
total energy change = 0.2838 meV/atom
drift speed = 0.0500 nm/ps
imposed drift length = 0.1500 nm
imposed drift xyz = [0.0866 0.0866 0.0866] nm
refined drift xyz = [0.08685 0.08633 0.08627] nm
drift error: phase = 0.000799, refined = 0.000497 nm
uncorrected: vacancies, excess = (255, 255)
corrected: vacancies, excess = (1, 1)
snapshots with (1, 1) = 40 of 40
planted vacancy xyz = [1.0862 1.0862 1.0862] nm
final vacancy xyz = [1.222  0.9504 0.9504] nm
vacancy shift in relaxation = 0.0000 nm
vacancy shift in MD = 0.2352 nm
last samples with same vacancy site = 38
atoms with changed host = 1
atom on planted vacancy: site distance = 0.0686 nm, came from 0.2352 nm away
quenched snapshot: vacancies, excess = (1, 1)
vacancy shift on quenching = 0.0000 nm
interstitial host xyz = [0. 0. 0.] nm
interstitial host moved = 0.0000 nm
MD split-pair length = 0.2524 nm
wrapped-mean test: true x = 0.1866 nm
wrapped-mean test: estimated x = 0.0487 nm
run sigma = 0.00943 nm; largest single u = 0.0767 nm
exit probability in run = 2.23e-35
1600 K sigma, harmonic scaling = 0.01481 nm
1600 K exit probability = 4.04e-15
test sigma = 0.045 nm; exit formula = 0.01795
exit Monte Carlo = 0.01787
rough expansion coefficient = 4.0e-06 1/K
expansion strain from 300 K = 1.396e-03
unscaled-reference corner misfit = 0.00263 nm
box edge where misfit reaches h = 97.3 nm
rough Debye temperature = 640 K
quantum/classical mean-square u = 1.0268
no test failed
```
